**Phonon decay of a hydrogenic donor: formula, tail and limits**

The program tests the one-phonon rate $\Gamma=D^2q^3\langle|F|^2\rangle/(2\pi\hbar\rho s^2)$ at zero temperature, where $D$ is the deformation potential, $\rho$ the density, $s$ the sound speed, $q$ the phonon wave number and $F$ the plane-wave matrix element between the donor states. It asserts the zero-point strain against a diagonalized chain, and the rate against both a three-dimensional mode sum and the time evolution of a level coupled to discrete phonons. Three-dimensional quadrature confirms the 2p→1s and 2s→1s form factors at one tilted wave vector. Further assertions cover the large-$q$ coefficients for six combinations of levels and multipoles, the loss of the tail when the cusp is rounded, and the position of the rate maximum. For rough germanium parameters the output gives an isotropic 2p rate of $4.6\times10^5\ \mathrm{s^{-1}}$, with a suppression factor of $2.1\times10^{-10}$ relative to the dipole extrapolation. The estimates of neglected effects show that mass anisotropy can raise this rate several hundredfold. They also show that two-phonon emission is comparable with one-phonon emission in the isotropic model.

## Program and output

```python
"""Acoustic-phonon decay between hydrogenic donor levels.

Result under test (hbar = 1, zero temperature):
    Gamma = D^2 q^3 <|F|^2> / (2 pi rho s^2),   q = gap / s
    2p -> 1s: <|F|^2> = 24 x^2 / (9/4 + x^2)^6,   x = q a
    2s -> 1s:  |F|^2  = 32 x^4 / (9/4 + x^2)^6
D: deformation potential, rho: mass density, s: sound speed,
a: donor Bohr radius, F: matrix element of the phonon plane wave,
< >: average over phonon directions.
At large q, F falls as q^-(li+lf+4) because of the Coulomb cusp.
Model tests use a = s = D = rho = 1; the example uses SI internally.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize, minimize_scalar
from scipy.special import eval_genlaguerre, gamma, spherical_jn


def panel_quadrature(upper, panels, order):
    nodes, weights = np.polynomial.legendre.leggauss(order)
    width = upper / panels
    starts = width * np.arange(panels)
    points = starts[:, None] + 0.5 * width * (nodes + 1)
    return points.ravel(), np.tile(0.5 * width * weights, panels)


def form_2p(x):
    return 24 * x**2 / (2.25 + x**2)**6


def form_2s(x):
    return 32 * x**4 / (2.25 + x**2)**6


# Zero-point strain of a periodic chain with unit masses and springs.
sites = 200
identity = np.eye(sites)
dynamical = (2 * identity - np.roll(identity, 1, axis=0)
             - np.roll(identity, -1, axis=0))
eigenvalues, modes = np.linalg.eigh(dynamical)
frequencies = np.sqrt(eigenvalues[1:])
covariance = (modes[:, 1:] / (2 * frequencies)) @ modes[:, 1:].T
chain_q = 2 * np.pi * 3 / sites
wave = np.exp(-1j * chain_q * np.arange(sites)) / sites
strain_vector = np.roll(wave, 1) - wave
strain_variance = np.vdot(strain_vector, covariance @ strain_vector).real
strain_ratio = strain_variance / (chain_q / (2 * sites))
assert abs(strain_ratio - 1) < 0.002

# Form factors by three-dimensional quadrature, with a tilted wave vector.
test_x, tilt = 6.0, 0.7
radius, radius_weight = panel_quadrature(24.0, 12, 16)
cosine, cosine_weight = np.polynomial.legendre.leggauss(100)
azimuth = 2 * np.pi * np.arange(96) / 96
direction = (math.sin(tilt) * np.sqrt(1 - cosine[:, None]**2)
             * np.cos(azimuth) + math.cos(tilt) * cosine[:, None])
plane_wave = np.exp(-1j * test_x * radius[:, None, None] * direction)
azimuth_integral = plane_wave.sum(axis=2) * 2 * np.pi / 96
state_1s = np.exp(-radius) / math.sqrt(np.pi)
state_2s = (1 - radius / 2) * np.exp(-radius / 2) / math.sqrt(8 * np.pi)
radial_2p = radius * np.exp(-radius / 2) / (4 * math.sqrt(2 * np.pi))
measure = radius_weight * radius**2
overlap_2p = np.sum((measure * state_1s * radial_2p)[:, None]
                    * cosine_weight * cosine * azimuth_integral)
overlap_2s = np.sum((measure * state_1s * state_2s)[:, None]
                    * cosine_weight * azimuth_integral)
direct_2p = abs(overlap_2p)**2
direct_2s = abs(overlap_2s)**2
assert abs(direct_2p / (3 * math.cos(tilt)**2 * form_2p(test_x)) - 1) < 1e-6
assert abs(direct_2s / form_2s(test_x) - 1) < 1e-6

# Golden-rule sum over the discrete wave vectors of a large box.
test_q, spacing, broadening = 2.0, 0.05, 0.05
axis = spacing * np.arange(-50, 51)
qx, qy, qz = np.meshgrid(axis, axis, axis, indexing="ij")
q_norm = np.sqrt(qx**2 + qy**2 + qz**2)
box_volume = (2 * np.pi / spacing)**3
coupling_squared = q_norm / (2 * box_volume)
directional_form = 72 * qz**2 / (2.25 + q_norm**2)**6
energy_delta = (np.exp(-0.5 * ((q_norm - test_q) / broadening)**2)
                / (math.sqrt(2 * np.pi) * broadening))
box_rate = 2 * np.pi * np.sum(coupling_squared * directional_form
                              * energy_delta)
formula_rate = test_q**3 * form_2p(test_q) / (2 * np.pi)
box_ratio = box_rate / formula_rate
assert abs(box_ratio - 1) < 0.005

# Time evolution of a level coupled to discretized phonon shells.
mode_step = 0.01
mode_q = mode_step * (np.arange(800) + 0.5)
weak_rate = 0.01
strength = weak_rate / formula_rate
mode_coupling = np.sqrt(strength * mode_q**3 * form_2p(mode_q)
                        * mode_step / (4 * np.pi**2))
hamiltonian = np.diag(np.concatenate(([test_q], mode_q)))
hamiltonian[0, 1:] = mode_coupling
hamiltonian[1:, 0] = mode_coupling
levels, vectors = np.linalg.eigh(hamiltonian)


def survival(time):
    return abs(np.sum(vectors[0]**2 * np.exp(-1j * levels * time)))**2


dynamic_rate = math.log(survival(50.0) / survival(150.0)) / 100.0
dynamic_ratio = dynamic_rate / weak_rate
# The tolerance allows for the small level shift beyond the golden rule.
assert abs(dynamic_ratio - 1) < 0.02


def hydrogen_radial(n, l, r):
    norm = math.sqrt((2 / n)**3 * math.factorial(n - l - 1)
                     / (2 * n * math.factorial(n + l)))
    return (norm * np.exp(-r / n) * (2 * r / n)**l
            * eval_genlaguerre(n - l - 1, 2 * l + 1, 2 * r / n))


# Large-q coefficients for several level pairs and multipoles.
r, weight = panel_quadrature(60.0, 60, 40)
pairs = [(1, 0, 2, 1, 1), (1, 0, 2, 0, 0), (1, 0, 3, 2, 2),
         (2, 0, 3, 1, 1), (2, 1, 3, 2, 1), (2, 1, 3, 2, 3)]
tail_errors = []
for nf, lf, ni, li, multipole in pairs:
    product = hydrogen_radial(nf, lf, r) * hydrogen_radial(ni, li, r)
    tiny = 1e-8
    leading = (hydrogen_radial(nf, lf, tiny) / tiny**lf
               * hydrogen_radial(ni, li, tiny) / tiny**li)
    power = li + lf + 1
    transform = (2**(power + 1) * math.sqrt(np.pi)
                 * gamma((multipole + power + 3) / 2)
                 / gamma((multipole - power) / 2))
    cusp = -leading * (1 / (lf + 1) + 1 / (li + 1))
    ratios = []
    for q in (15.0, 30.0):
        integral = np.sum(weight * r**2 * product
                          * spherical_jn(multipole, q * r))
        ratios.append(integral / (cusp * transform / q**(power + 3)))
    # The leading finite-q correction is proportional to 1/q^2.
    extrapolated = (4 * ratios[1] - ratios[0]) / 3
    tail_errors.append(abs(extrapolated - 1))
assert max(tail_errors) < 0.02

# Rounding the cusp must remove the algebraic tail.
rounding, tail_q = 0.5, 20.0
bessel = spherical_jn(1, tail_q * r)
cusped = np.sum(weight * r**3 * np.exp(-1.5 * r) * bessel)
rounded = np.sum(weight * r**3
                 * np.exp(-1.5 * np.sqrt(r**2 + rounding**2)) * bessel)
rounding_ratio = abs(rounded / cusped)
assert rounding_ratio < 0.01

# Maximum of the 2p rate when the gap is varied at fixed a and s.
peak = minimize_scalar(lambda x: -x**3 * form_2p(x), bounds=(0.2, 5),
                       method="bounded", options={"xatol": 1e-9})
assert abs(peak.x - math.sqrt(45 / 28)) < 1e-5

# Rough typical parameters for a shallow donor in germanium.
hbar, charge = const.hbar, const.e
bohr = const.physical_constants["Bohr radius"][0]
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
atomic_speed = const.physical_constants["atomic unit of velocity"][0]
mass, permittivity = 0.18, 16.0
density, speed, deformation = 5300.0, 5400.0, 8.0
temperature = 10.0
radius_donor = permittivity / mass * bohr
binding = hartree_ev * mass / (2 * permittivity**2)
gap = 0.75 * binding
q0 = gap * charge / (hbar * speed)
x0 = q0 * radius_donor
wavelength = 2 * np.pi / q0
x_from_speed = 3 * atomic_speed / (8 * permittivity * speed)
assert abs(x0 / x_from_speed - 1) < 1e-7


def phonon_rate(q, sound_speed, averaged_coupling):
    """averaged_coupling is <D^2 |F|^2> in eV squared."""
    return (averaged_coupling * charge**2 * q**3
            / (2 * np.pi * density * hbar * sound_speed**2))


rate_2p = phonon_rate(q0, speed, deformation**2 * form_2p(x0))
rate_2s = phonon_rate(q0, speed, deformation**2 * form_2s(x0))
suppression = (1 + 4 * x0**2 / 9)**-6
dipole_rate = rate_2p / suppression
tail_ratio = 24 * x0**-10 / form_2p(x0)
occupation = 1 / math.expm1(gap * charge / (const.k * temperature))
assert hbar * rate_2p / (gap * charge) < 1e-3

# Ellipsoidal variational states, exp(-R) and z exp(-R/2), with
# R^2 = (x^2 + y^2)/a^2 + z^2/b^2.
u_raw, w_raw = np.polynomial.legendre.leggauss(300)
u, u_weight = (u_raw + 1) / 2, w_raw / 2


def ellipsoid_energy(log_radii, m_t, m_l, excited):
    a, b = np.exp(log_radii)
    inverse = 1 / np.sqrt(a**2 * (1 - u**2) + b**2 * u**2)
    if excited:
        kinetic = 0.05 / (m_t * a**2) + 0.075 / (m_l * b**2)
        potential = 0.25 * np.sum(u_weight * 3 * u**2 * inverse)
    else:
        kinetic = 1 / (3 * m_t * a**2) + 1 / (6 * m_l * b**2)
        potential = np.sum(u_weight * inverse)
    return kinetic - potential / permittivity


def optimize_ellipsoid(m_t, m_l, excited):
    start = np.log([permittivity / mass, 0.7 * permittivity / mass])
    result = minimize(ellipsoid_energy, start, args=(m_t, m_l, excited),
                      method="Nelder-Mead",
                      options={"xatol": 1e-6, "fatol": 1e-14,
                               "maxiter": 1000})
    return np.exp(result.x) * bohr, result.fun * hartree_ev


for excited_state, fraction in ((False, 1.0), (True, 0.25)):
    radii, energy = optimize_ellipsoid(mass, mass, excited_state)
    assert np.max(abs(radii / radius_donor - 1)) < 1e-3
    assert abs(energy / (-fraction * binding) - 1) < 1e-6
mass_t, mass_l = 0.082, 1.6
(radius_t, radius_l), energy_1s = optimize_ellipsoid(mass_t, mass_l, False)
_, energy_2p = optimize_ellipsoid(mass_t, mass_l, True)
gap_ellipsoid = energy_2p - energy_1s


def ellipsoid_rate(gap_ev, sound_speed, coupling, a, b):
    q = gap_ev * charge / (hbar * sound_speed)
    scaled_squared = q**2 * (a**2 * (1 - u**2) + b**2 * u**2)
    form = 72 * (q * b * u)**2 / (2.25 + scaled_squared)**6
    return phonon_rate(q, sound_speed, np.sum(u_weight * coupling**2 * form))


constant_coupling = deformation * np.ones_like(u)
assert abs(ellipsoid_rate(gap, speed, constant_coupling, radius_donor,
                          radius_donor) / rate_2p - 1) < 1e-8
shape_rate = ellipsoid_rate(gap, speed, constant_coupling,
                            radius_t, radius_l)
shape_gap_rate = ellipsoid_rate(gap_ellipsoid, speed, constant_coupling,
                                radius_t, radius_l)
xi_d, xi_u, speed_t = -8.0, 16.0, 3200.0
la_rate = ellipsoid_rate(gap_ellipsoid, speed, xi_d + xi_u * u**2,
                         radius_t, radius_l)
ta_rate = ellipsoid_rate(gap_ellipsoid, speed_t,
                         xi_u * u * np.sqrt(1 - u**2), radius_t, radius_l)

# Central-cell estimate: deeper 1s level with a correspondingly short tail.
central_binding = 0.013
central_gap = central_binding - binding / 4
central_radius = radius_donor * math.sqrt(binding / central_binding)
central_q = central_gap * charge / (hbar * speed)
kappa = 1 / central_radius + 1 / (2 * radius_donor)
central_form = (32 / 3 * kappa**2 * central_q**2
                / (central_radius**3 * radius_donor**5
                   * (kappa**2 + central_q**2)**6))
central_rate = phonon_rate(central_q, speed, deformation**2 * central_form)
intervalley_energy = 0.028
assert max(gap, central_gap, gap_ellipsoid) < intervalley_energy

# Sine dispersion along the valley axis.
lattice = 0.566e-9
q_edge = math.sqrt(3) * np.pi / lattice
omega = gap * charge / hbar
sine = omega * np.pi / (2 * speed * q_edge)
q_sine = 2 * q_edge / np.pi * math.asin(sine)
group_speed = speed * math.sqrt(1 - sine**2)
dispersion_rate = ((deformation * charge)**2 * q_sine**4
                   * form_2p(q_sine * radius_donor)
                   / (2 * np.pi * density * hbar * omega * group_speed))

# Photon emission, without a local-field correction.
dipole_length = radius_donor * 6 * math.sqrt(2) / 2.25**3
photon_rate = (4 * const.alpha * math.sqrt(permittivity) * omega**3
               * dipole_length**2 / (3 * const.c**2))

# Two-phonon emission with plane-wave intermediate states.
q_first = q0 * u[:, None]
q_second = q0 - q_first
pair_q = np.sqrt(np.maximum(q_first**2 + q_second**2
                            + 2 * q_first * q_second * u_raw, 0))


def volume_coupling(q):
    return (deformation * charge)**2 * hbar * q / (2 * density * speed)


def intermediate_energy(q):
    return hbar**2 * q**2 / (2 * mass * const.m_e) + hbar * speed * q


pair_integrand = (q_first**2 * q_second**2 * volume_coupling(q_first)
                  * volume_coupling(q_second)
                  * form_2p(pair_q * radius_donor)
                  * (1 / intermediate_energy(q_first)
                     + 1 / intermediate_energy(q_second))**2)
pair_integral = q0 * np.sum(u_weight[:, None] * w_raw * pair_integrand)
two_phonon_rate = (np.pi / hbar * 8 * np.pi**2 / (2 * np.pi)**6
                   * pair_integral / (hbar * speed))
half_q = q0 / 2
density_overlap = 1 / (243 * np.pi * radius_donor**3)
parseval = np.sum(weight * r**2 * form_2p(r)) / (2 * np.pi**2)
assert abs(parseval * 243 * np.pi - 1) < 1e-6
opposite_rate = (volume_coupling(half_q)**2 * density_overlap * half_q**2
                 / (np.pi * hbar**2 * speed
                    * intermediate_energy(half_q)**2))
# The comparison keeps only the leading term in small net momentum.
assert 0.6 < two_phonon_rate / opposite_rate < 1.6

print("TESTS (ratio to formula unless stated)")
print(f"zero-point strain: {strain_ratio:.5f}")
print(f"box mode sum: {box_ratio:.5f}")
print(f"time-evolved decay: {dynamic_ratio:.4f}")
print(f"2p form factor squared, x=6, tilt 0.7 rad: {direct_2p:.5e}")
print(f"2s form factor squared, x=6: {direct_2s:.5e}")
print(f"largest tail-coefficient error: {max(tail_errors):.2e}")
print(f"rounded/cusped amplitude, qa=20, c=0.5a: {rounding_ratio:.3e}")
print(f"2p rate maximum: x={peak.x:.4f}, lambda/a={2*np.pi/peak.x:.3f}")
print("x, 2p suppression factor, x^3<|F|^2>")
for x in (0.1, 1.0, 3.0, 10.0, 30.0):
    print(f"{x:.1f}  {(1+4*x*x/9)**-6:.3e}  {x**3*form_2p(x):.3e}")
print("GERMANIUM DONOR MODEL (rough inputs)")
print(f"mass: {mass:.3f} m_e; permittivity: {permittivity:.1f}")
print(f"density: {density:.0f} kg/m3; sound speed: {speed:.0f} m/s")
print(f"deformation potential: {deformation:.1f} eV")
print(f"Bohr radius: {radius_donor*1e9:.3f} nm"
      f" = {radius_donor*1e10:.2f} angstrom")
print(f"binding: {binding:.6f} eV; 2-to-1 gap: {gap:.6f} eV")
print(f"phonon wave number: {q0*1e-9:.4f} nm^-1; x: {x0:.4f}")
print(f"wavelength: {wavelength*1e9:.3f} nm"
      f" = {wavelength*1e10:.2f} angstrom")
print(f"wavelength/Bohr radius: {wavelength/radius_donor:.4f}")
print(f"2p averaged form factor squared: {form_2p(x0):.4e}")
print(f"2p suppression factor: {suppression:.4e}")
print(f"2p dipole-extrapolated rate: {dipole_rate:.4e} s^-1")
print(f"2p rate: {rate_2p:.4e} s^-1; lifetime: {1e6/rate_2p:.4f} us")
print(f"2s rate: {rate_2s:.4e} s^-1; 2s/2p: {rate_2s/rate_2p:.2f}")
print(f"x^-10 limit / full 2p form factor: {tail_ratio:.4f}")
print(f"hbar Gamma/gap: {hbar*rate_2p/(gap*charge):.3e}")
print("NEGLECTED EFFECTS (estimates for 2p to 1s)")
print(f"thermal occupation at {temperature:.0f} K: {occupation:.3e}")
print(f"masses: transverse {mass_t:.3f}, axial {mass_l:.2f} m_e")
print(f"1s radii: transverse {radius_t*1e9:.3f},"
      f" axial {radius_l*1e9:.3f} nm")
print(f"ellipsoidal 1s, 2p0: {energy_1s:.6f}, {energy_2p:.6f} eV")
print(f"ellipsoidal gap: {gap_ellipsoid:.6f} eV")
print(f"shape only, original gap: {shape_rate:.3e} s^-1")
print(f"shape and ellipsoidal gap: {shape_gap_rate:.3e} s^-1")
print(f"Xi_d: {xi_d:.1f} eV; Xi_u: {xi_u:.1f} eV")
print(f"ellipsoid, anisotropic LA coupling: {la_rate:.3e} s^-1")
print(f"ellipsoid, TA at {speed_t:.0f} m/s: {ta_rate:.3e} s^-1")
print(f"central-cell binding: {central_binding:.4f} eV;"
      f" gap: {central_gap:.6f} eV")
print(f"central-cell rate: {central_rate:.3e} s^-1")
print(f"intervalley phonon (rough input): {intervalley_energy:.3f} eV")
print(f"q/zone edge: {q0/q_edge:.4f}; lattice: {lattice*1e9:.3f} nm")
print(f"sine-dispersion rate/model: {dispersion_rate/rate_2p:.4f}")
print(f"photon emission: {photon_rate:.3e} s^-1")
print(f"two-phonon emission: {two_phonon_rate:.3e} s^-1")
print(f"two-phonon/one-phonon: {two_phonon_rate/rate_2p:.3f}")
print(f"two-phonon integral/opposite-pair formula:"
      f" {two_phonon_rate/opposite_rate:.3f}")
print("verified")
```

Printed output:

```
TESTS (ratio to formula unless stated)
zero-point strain: 0.99963
box mode sum: 1.00134
time-evolved decay: 0.9959
2p form factor squared, x=6, tilt 0.7 rad: 4.84161e-07
2s form factor squared, x=6: 1.32424e-05
largest tail-coefficient error: 1.53e-04
rounded/cusped amplitude, qa=20, c=0.5a: 3.332e-03
2p rate maximum: x=1.2677, lambda/a=4.956
x, 2p suppression factor, x^3<|F|^2>
0.1  9.737e-01  1.801e-06
1.0  1.101e-01  2.037e-02
3.0  6.400e-05  2.877e-03
10.0  1.135e-10  2.100e-06
30.0  2.405e-16  1.081e-09
GERMANIUM DONOR MODEL (rough inputs)
mass: 0.180 m_e; permittivity: 16.0
density: 5300 kg/m3; sound speed: 5400 m/s
deformation potential: 8.0 eV
Bohr radius: 4.704 nm = 47.04 angstrom
binding: 0.009567 eV; 2-to-1 gap: 0.007175 eV
phonon wave number: 2.0186 nm^-1; x: 9.4952
wavelength: 3.113 nm = 31.13 angstrom
wavelength/Bohr radius: 0.6617
2p averaged form factor squared: 3.4749e-09
2p suppression factor: 2.0836e-10
2p dipole-extrapolated rate: 2.2007e+15 s^-1
2p rate: 4.5855e+05 s^-1; lifetime: 2.1808 us
2s rate: 5.5123e+07 s^-1; 2s/2p: 120.21
x^-10 limit / full 2p form factor: 1.1594
hbar Gamma/gap: 4.207e-08
NEGLECTED EFFECTS (estimates for 2p to 1s)
thermal occupation at 10 K: 2.422e-04
masses: transverse 0.082, axial 1.60 m_e
1s radii: transverse 6.414, axial 2.270 nm
ellipsoidal 1s, 2p0: -0.009069, -0.004394 eV
ellipsoidal gap: 0.004675 eV
shape only, original gap: 1.961e+07 s^-1
shape and ellipsoidal gap: 2.117e+08 s^-1
Xi_d: -8.0 eV; Xi_u: 16.0 eV
ellipsoid, anisotropic LA coupling: 1.793e+08 s^-1
ellipsoid, TA at 3200 m/s: 4.250e+06 s^-1
central-cell binding: 0.0130 eV; gap: 0.010608 eV
central-cell rate: 6.182e+04 s^-1
intervalley phonon (rough input): 0.028 eV
q/zone edge: 0.2100; lattice: 0.566 nm
sine-dispersion rate/model: 0.9509
photon emission: 6.887e+03 s^-1
two-phonon emission: 5.323e+05 s^-1
two-phonon/one-phonon: 1.161
two-phonon integral/opposite-pair formula: 1.035
verified
```
